# Swelling-Induced Wiggling of a Base-Clamped Resist Line by Rayleigh–Ritz: a numerical check

```python
# RESULT UNDER TEST
# A long resist line (width t, height h), clamped at its base and free at its
# top, buckles sideways when its free linear swelling strain e reaches
#     e_c = Lambda / (12 (1 - nu^2)) * (t/h)^2,
# with half-wavelength L about 1.6 to 1.7 times h (thin-plate limit).
# nu: Poisson ratio; E: Young's modulus; D = E t^3 / (12 (1 - nu^2));
# Lambda = N_c h^2 / D, N_c: critical compressive force per unit height;
# q = pi h / L; eta = (height coordinate) / h; f(eta): sideways mode profile.
# Independent roads: Ritz matrices, plate differential equation, 3D elasticity.
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial, Legendre
from scipy.integrate import quad
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq, minimize_scalar


def unit_gauss(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


def height_basis(count, power):
    """eta^power times shifted Legendre polynomials."""
    factor = Polynomial([0] * power + [1])
    return [factor * Legendre.basis(n, domain=[0, 1]).convert(kind=Polynomial)
            for n in range(count)]


def ritz(nu, count=9, spring=None, profile=lambda y: np.ones_like(y)):
    """Return Lambda, q, and A/B of the lowest Ritz mode, minimized over q.
    spring = (base rotational stiffness)*h/D; None means a perfect clamp."""
    y, wt = unit_gauss(28)
    basis = height_basis(count, 2 if spring is None else 1)
    f0 = np.array([p(y) for p in basis])
    f1 = np.array([p.deriv()(y) for p in basis])
    f2 = np.array([p.deriv(2)(y) for p in basis])
    slope0 = np.array([p.deriv()(0.0) for p in basis])
    A, B, F = (f2 * wt) @ f2.T, (f0 * wt) @ f0.T, (f1 * wt) @ f1.T
    X = (f0 * wt) @ f2.T
    load = (f0 * wt * profile(y)) @ f0.T
    base = 0 if spring is None else spring * np.outer(slope0, slope0)

    def solve(q):
        K = A + q**4 * B + q**2 * (2 * (1 - nu) * F - nu * (X + X.T)) + base
        values, vectors = eigh(K, q**2 * load)
        return values[0], vectors[:, 0]

    best = minimize_scalar(lambda q: solve(q)[0], bounds=(0.6, 3.5),
                           method="bounded", options={"xatol": 1e-8})
    value, c = solve(best.x)
    return value, best.x, (c @ A @ c) / (c @ B @ c)


def plate_equation(nu):
    """Lambda and q from the clamped-free boundary determinant."""
    def top_determinant(lam, q):
        a = np.sqrt(q * np.sqrt(lam) + q**2)
        b = np.sqrt(q * np.sqrt(lam) - q**2)
        ch, sh, co, si = np.cosh(a), np.sinh(a), np.cos(b), np.sin(b)
        g = [ch - co, a * sh + b * si, a**2 * ch + b**2 * co,
             a**3 * sh - b**3 * si]
        k = [sh - a / b * si, a * ch - a * co, a**2 * sh + a * b * si,
             a**3 * ch + a * b**2 * co]
        moment = [s[2] - nu * q**2 * s[0] for s in (g, k)]
        shear = [s[3] - (2 - nu) * q**2 * s[1] for s in (g, k)]
        return moment[0] * shear[1] - moment[1] * shear[0]

    def lowest(q):
        grid = np.linspace(q**2 + 1e-6, 80, 500)
        values = top_determinant(grid, q)
        i = np.where(values[:-1] * values[1:] < 0)[0][0]
        return brentq(top_determinant, grid[i], grid[i + 1], args=(q,),
                      xtol=1e-12)

    best = minimize_scalar(lowest, bounds=(0.6, 3.5), method="bounded",
                           options={"xatol": 1e-8})
    return best.fun, best.x


def solid_3d(ratio, nu, count=10):
    """Critical strain and L/h from 3D linear buckling; ratio = t/h, E = h = 1.
    Displacements are (U cos kx, V sin kx, W sin kx), all zero at the base."""
    y, wy = unit_gauss(20)
    s, ws = np.polynomial.legendre.leggauss(8)
    weight = np.outer(wy, ws * ratio / 2).ravel()
    basis = height_basis(count, 1)

    def field(powers):
        val, dy, dz = [], [], []
        for p in basis:
            for m in powers:
                val.append(np.outer(p(y), s**m).ravel())
                dy.append(np.outer(p.deriv()(y), s**m).ravel())
                slope = m * s**max(m - 1, 0) * 2 / ratio
                dz.append(np.outer(p(y), slope).ravel())
        return np.array(val), np.array(dy), np.array(dz)

    U, Uy, Uz = field((1, 3, 5))
    V, Vy, Vz = U, Uy, Uz
    W, Wy, Wz = field((0, 2, 4))
    O = np.zeros_like(U)
    mu = 1 / (2 * (1 + nu))
    lame = nu / ((1 + nu) * (1 - 2 * nu))

    def gram(M):
        return (M * weight) @ M.T

    mass = block_diag(gram(U), gram(V), gram(W))

    def critical(k):
        exx, eyy, ezz = (np.vstack(r) for r in
                         ((-k * U, O, O), (O, Vy, O), (O, O, Wz)))
        gxy, gxz, gyz = (np.vstack(r) for r in
                         ((Uy, k * V, O), (Uz, O, k * W), (O, Vz, Wy)))
        K = lame * gram(exx + eyy + ezz)
        K += 2 * mu * (gram(exx) + gram(eyy) + gram(ezz))
        K += mu * (gram(gxy) + gram(gxz) + gram(gyz))
        n = len(K)
        top = eigh(k**2 * mass, K, eigvals_only=True,
                   subset_by_index=[n - 1, n - 1])[0]
        return 1 / top

    best = minimize_scalar(critical, bounds=(0.8, 3.5), method="bounded",
                           options={"xatol": 1e-5})
    return best.fun, np.pi / best.x


def straight_state(E, nu, strain, gamma=0.0, width=1.0):
    """Solve Hooke's law with no x strain, free height and free width.
    Return net compression N/width and the height strain."""
    mu, lame = E / (2 * (1 + nu)), E * nu / ((1 + nu) * (1 - 2 * nu))
    C = lame * np.ones((3, 3)) + 2 * mu * np.eye(3)
    swelling = C @ np.full(3, strain)
    target = np.array([-2 * gamma / width, 0.0])
    ey, ez = np.linalg.solve(C[1:, 1:], target + swelling[1:])
    stress = C @ np.array([0, ey, ez]) - swelling
    return -stress[0] - 2 * gamma / width, ey


# Example inputs: rough typical values for a crosslinked epoxy resist
width_nm, height_nm = 50.0, 300.0
modulus, nu, swelling = 1.0e9, 0.40, 0.05
gamma, yield_stress = 0.010, 50e6
silicon_plane_modulus = 170e9
ratio = width_nm / height_nm

# Energy reduction and the one-function closed form, from the full 2D integral
x, y, q, v = sp.symbols("x y q v", positive=True)
shape = 6 * y**2 - 4 * y**3 + y**4
w = shape * sp.sin(q * x)
wxx, wyy, wxy = sp.diff(w, x, 2), sp.diff(w, y, 2), sp.diff(w, x, y)
density = (wxx + wyy)**2 - 2 * (1 - v) * (wxx * wyy - wxy**2)


def area_integral(expression):
    over_height = sp.integrate(sp.expand(expression), (y, 0, 1))
    return sp.integrate(sp.expand(over_height), (x, 0, sp.pi / q))


quotient = sp.simplify(area_integral(density)
                       / area_integral(sp.diff(w, x)**2))
q_one = (162 / 13)**0.25


def one_function(poisson):
    return 2 * np.sqrt(162 / 13) + 810 / 91 - 135 * poisson / 13


for poisson in (0.0, 0.3, 0.4):
    direct = sp.lambdify(q, quotient.subs(v, sp.Float(poisson)), "numpy")
    found = minimize_scalar(direct, bounds=(0.6, 3.5), method="bounded",
                            options={"xatol": 1e-9})
    assert abs(found.fun - one_function(poisson)) < 1e-8
    assert abs(found.x - q_one) < 1e-5

int_A = float(sp.integrate(sp.diff(shape, y, 2)**2, (y, 0, 1)))
int_B = float(sp.integrate(shape**2, (y, 0, 1)))
int_F = float(sp.integrate(sp.diff(shape, y)**2, (y, 0, 1)))
int_X = float(sp.integrate(shape * sp.diff(shape, y, 2), (y, 0, 1)))
C1 = (1 - nu) * int_F - nu * int_X
assert abs(2 * np.sqrt(int_A / int_B) + 2 * C1 / int_B
           - one_function(nu)) < 1e-10

# Ritz against the differential equation, for several Poisson ratios
table = []
for poisson in (0.0, 0.3, 0.4, 0.5):
    lam_r, q_r, bending_ratio = ritz(poisson)
    lam_e, q_e = plate_equation(poisson)
    assert abs(lam_r / lam_e - 1) < 1e-6
    assert abs(q_r / q_e - 1) < 1e-4
    assert abs(q_r**4 / bending_ratio - 1) < 1e-4
    assert 1.55 < np.pi / q_r < 1.75
    assert one_function(poisson) > lam_e
    table.append((poisson, lam_r, lam_r / (12 * (1 - poisson**2)),
                  np.pi / q_r))
lam, q_best, _ = ritz(nu)
lam_equation, q_equation = plate_equation(nu)
convergence = [(n, *ritz(nu, n)[:2]) for n in (1, 2, 3, 4, 6)]
levels = [row[1] for row in convergence]
assert all(a >= b - 1e-9 for a, b in zip(levels, levels[1:]))
assert levels[-1] >= lam_equation - 1e-7

# Straight swollen state, including interfacial tension
compression, height_strain = straight_state(modulus, nu, swelling)
assert abs(compression / (modulus * swelling) - 1) < 1e-10
assert abs(height_strain / ((1 + nu) * swelling) - 1) < 1e-10
width_m = width_nm * 1e-9
tension_shift = 2 * gamma * (1 - nu) / (modulus * width_m)
with_tension, _ = straight_state(modulus, nu, swelling, gamma, width_m)
assert abs((compression - with_tension) / modulus - tension_shift) < 1e-12

# Thin-limit law against 3D elasticity, which uses no plate kinematics
coefficient = lam / (12 * (1 - nu**2))
critical = coefficient * ratio**2
half_wave = np.pi / q_best
solid = {}
for aspect in (3, 6, 12, 20, 50):
    strain, length = solid_3d(1 / aspect, nu)
    solid[aspect] = (strain, strain * aspect**2 / coefficient, length)
exponent = np.log(solid[20][0] / solid[50][0]) / np.log(50 / 20)
assert abs(exponent - 2) < 0.05
assert abs(solid[50][1] - 1) < 0.015
assert abs(solid[50][2] / half_wave - 1) < 0.02
assert abs(solid[50][1] - 1) < abs(solid[6][1] - 1) < 0.15
coarse = solid_3d(1 / 6, nu, 8)[0]
assert abs(coarse / solid[6][0] - 1) < 0.01

# Tilt stiffness of a rigid strip: pressure s/sqrt(1-s^2), half-width 1
point = 0.5
potential = quad(lambda a: np.sin(a) * np.log(abs(point - np.sin(a))),
                 -np.pi / 2, np.pi / 2, points=[np.arcsin(point)])[0]
tilt = -2 / np.pi * potential / point
moment = quad(lambda a: np.sin(a)**2, -np.pi / 2, np.pi / 2)[0]
assert abs(moment / tilt - np.pi / 4) < 1e-6
resist_plane_modulus = modulus / (1 - nu**2)
spring_same = 3 * np.pi / 4 / ratio
spring_si = spring_same * silicon_plane_modulus / resist_plane_modulus
lam_si, q_si, _ = ritz(nu, spring=spring_si)
lam_same, q_same, _ = ritz(nu, spring=spring_same)
assert abs(ritz(nu, spring=1e7)[0] / lam - 1) < 1e-4
assert lam_same < lam_si < lam

# Linear swelling profile, zero at base and largest at top
lam_gradient, q_gradient, _ = ritz(nu, profile=lambda z: z)
assert lam_gradient > lam

print("Inputs (rough): width %.0f nm, height %.0f nm" % (width_nm, height_nm))
print("Inputs (rough): E %.1f GPa, nu %.2f" % (modulus / 1e9, nu))
print("Input (rough): free linear swelling %.1f %%" % (100 * swelling))
print("Aspect ratio h/t: %.2f" % (1 / ratio))
print("One function: A %.4f, B %.4f" % (int_A, int_B))
print("One function: int f'^2 %.4f, int f f'' %.4f" % (int_F, int_X))
print("One function: C1 %.4f, q %.4f" % (C1, q_one))
print("One function: Lambda %.4f, L/h %.4f"
      % (one_function(nu), np.pi / q_one))
print("One function: C %.4f, critical strain %.3f %%"
      % (one_function(nu) / (12 * (1 - nu**2)),
         100 * one_function(nu) / (12 * (1 - nu**2)) * ratio**2))
for n, value, qn in convergence:
    print("Ritz, %d functions: Lambda %.6f, L/h %.5f" % (n, value, np.pi / qn))
print("Ritz, 9 functions: Lambda %.6f, L/h %.5f" % (lam, half_wave))
print("Plate equation: Lambda %.6f, L/h %.5f"
      % (lam_equation, np.pi / q_equation))
for row in table:
    print("nu %.1f: Lambda %.4f, C %.4f, L/h %.4f" % row)
print("Critical linear swelling: %.3f %%" % (100 * critical))
print("Critical free volume swelling: %.2f %%"
      % (100 * ((1 + critical)**3 - 1)))
print("Critical compressive stress: %.2f MPa" % (modulus * critical / 1e6))
print("Half-wavelength: %.1f nm; full period: %.1f nm"
      % (half_wave * height_nm, 2 * half_wave * height_nm))
print("Plate height limit at input swelling: %.1f nm (h/t %.3f)"
      % (width_nm * np.sqrt(coefficient / swelling),
         np.sqrt(coefficient / swelling)))
for aspect, (strain, relative, length) in solid.items():
    print("3D h/t %d: strain %.4f %%, 3D/plate %.4f, L/h %.4f"
          % (aspect, 100 * strain, relative, length))
print("3D scaling exponent, h/t 20 to 50: %.4f" % exponent)
print("3D basis change at h/t 6: %.4f %%"
      % (100 * (coarse / solid[6][0] - 1)))
print("Silicon plane-strain modulus (rough): %.0f GPa"
      % (silicon_plane_modulus / 1e9))
print("Base spring c h/D: silicon %.1f, same polymer %.2f"
      % (spring_si, spring_same))
print("Silicon base: threshold/clamped %.4f, L/h %.4f"
      % (lam_si / lam, np.pi / q_si))
print("Polymer base: threshold/clamped %.4f, L/h %.4f"
      % (lam_same / lam, np.pi / q_same))
print("Linear profile: critical top strain %.3f %%, L/h %.4f"
      % (100 * critical * lam_gradient / lam, np.pi / q_gradient))
print("Interfacial tension (rough): %.3f N/m" % gamma)
print("Tension raises critical strain by: %.4f percentage points"
      % (100 * tension_shift))
print("Height growth at threshold: %.2f %%" % (100 * (1 + nu) * critical))
print("Rough yield stress: %.0f MPa; critical/yield %.3f"
      % (yield_stress / 1e6, modulus * critical / yield_stress))
print("done: every assertion held")
```

Running it gives:

```
Inputs (rough): width 50 nm, height 300 nm
Inputs (rough): E 1.0 GPa, nu 0.40
Input (rough): free linear swelling 5.0 %
Aspect ratio h/t: 6.00
One function: A 28.8000, B 2.3111
One function: int f'^2 10.2857, int f f'' 1.7143
One function: C1 5.4857, q 1.8789
One function: Lambda 11.8074, L/h 1.6721
One function: C 1.1714, critical strain 3.254 %
Ritz, 1 functions: Lambda 14.277605, L/h 1.48557
Ritz, 2 functions: Lambda 12.172579, L/h 1.67114
Ritz, 3 functions: Lambda 11.585951, L/h 1.63963
Ritz, 4 functions: Lambda 11.585439, L/h 1.63976
Ritz, 6 functions: Lambda 11.584406, L/h 1.63954
Ritz, 9 functions: Lambda 11.584405, L/h 1.63954
Plate equation: Lambda 11.584405, L/h 1.63954
nu 0.0: Lambda 15.0880, C 1.2573, L/h 1.5776
nu 0.3: Lambda 12.6366, C 1.1572, L/h 1.6384
nu 0.4: Lambda 11.5844, C 1.1492, L/h 1.6395
nu 0.5: Lambda 10.3994, C 1.1555, L/h 1.6274
Critical linear swelling: 3.192 %
Critical free volume swelling: 9.89 %
Critical compressive stress: 31.92 MPa
Half-wavelength: 491.9 nm; full period: 983.7 nm
Plate height limit at input swelling: 239.7 nm (h/t 4.794)
3D h/t 3: strain 8.7629 %, 3D/plate 0.6862, L/h 1.5002
3D h/t 6: strain 2.8160 %, 3D/plate 0.8821, L/h 1.5839
3D h/t 12: strain 0.7685 %, 3D/plate 0.9629, L/h 1.6176
3D h/t 20: strain 0.2836 %, 3D/plate 0.9869, L/h 1.6265
3D h/t 50: strain 0.0461 %, 3D/plate 1.0038, L/h 1.6314
3D scaling exponent, h/t 20 to 50: 1.9815
3D basis change at h/t 6: 0.2680 %
Silicon plane-strain modulus (rough): 170 GPa
Base spring c h/D: silicon 2018.8, same polymer 14.14
Silicon base: threshold/clamped 0.9990, L/h 1.6404
Polymer base: threshold/clamped 0.8917, L/h 1.7478
Linear profile: critical top strain 3.991 %, L/h 1.6485
Interfacial tension (rough): 0.010 N/m
Tension raises critical strain by: 0.0240 percentage points
Height growth at threshold: 4.47 %
Rough yield stress: 50 MPa; critical/yield 0.638
done: every assertion held
```
